# Static susceptibility of pinned 180 degree ferroelectric domain walls: a numerical check

```python
"""
Result under test: 180 degree ferroelectric walls add the static susceptibility
    chi_wall = 4 P^2 / (k w)      (absolute units, F/m)
P: spontaneous polarization, w: mean distance between neighbouring walls,
k: restoring stiffness per wall area (pressure per displacement),
E: mean field inside the ferroelectric, along the polar axis.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_boltzmann
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize, minimize_scalar


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---- Test A: stack of walls, moment taken from signed domain widths ----
def stack_susceptibility(rest, length, stiffness, pol, cos_tilt, field):
    """Minimize the energy of a periodic stack; return d(mean P)/dE."""
    signs = (-1.0) ** np.arange(len(rest))

    def moment(shift):
        walls = rest + shift
        widths = np.diff(np.append(walls, walls[0] + length))
        return pol * cos_tilt * np.sum(signs * widths)

    start = np.zeros(len(rest))
    moment_rest = moment(start)

    def energy(shift):
        elastic = 0.5 * shift @ stiffness @ shift
        return elastic - field * (moment(shift) - moment_rest)

    best = minimize(energy, start, jac="3-point", method="BFGS",
                    options={"gtol": 1e-9})
    return (moment(best.x) - moment_rest) / (length * field)


rng = np.random.default_rng(4)
n_walls = 8
gaps = rng.uniform(0.7, 1.3, n_walls)
rest_positions = np.concatenate(([0.0], np.cumsum(gaps)[:-1]))
stack_length = gaps.sum()
mean_gap = stack_length / n_walls
pol_test, field_test = 0.7, 0.02
identity = np.eye(n_walls)

chi_equal = stack_susceptibility(rest_positions, stack_length, 2.0 * identity,
                                 pol_test, 1.0, field_test)
formula_equal = 4 * pol_test**2 / (2.0 * mean_gap)
assert abs(chi_equal / formula_equal - 1) < 1e-4

k_each = rng.uniform(1.0, 4.0, n_walls)
cos_tilt = np.cos(np.radians(35.0))
chi_mixed = stack_susceptibility(rest_positions, stack_length, np.diag(k_each),
                                 pol_test, cos_tilt, field_test)
formula_mixed = 4 * (pol_test * cos_tilt)**2 * np.mean(1 / k_each) / mean_gap
assert abs(chi_mixed / formula_mixed - 1) < 1e-4

k_own, coupling = 1.5, 0.4
ring = 2 * identity - np.roll(identity, 1, 0) - np.roll(identity, -1, 0)
chi_coupled = stack_susceptibility(rest_positions, stack_length,
                                   k_own * identity + coupling * ring,
                                   pol_test, 1.0, field_test)
formula_coupled = 4 * pol_test**2 / ((k_own + 4 * coupling) * mean_gap)
assert abs(chi_coupled / formula_coupled - 1) < 1e-4

print("Stack of 8 unevenly spaced walls, reduced units")
show("  equal walls: minimized susceptibility", chi_equal, fmt=".5f")
show("  equal walls: formula", formula_equal, fmt=".5f")
show("  unequal walls, 35 deg tilt: minimized", chi_mixed, fmt=".5f")
show("  unequal walls, 35 deg tilt: formula", formula_mixed, fmt=".5f")
show("  coupled walls: minimized", chi_coupled, fmt=".5f")
show("  coupled walls: formula", formula_coupled, fmt=".5f")


# ---- Test B: driving pressure from the two Landau minima in a field ----
# Reduced energy density -p^2/2 + p^4/4 - e p: spontaneous p = 1, and the
# susceptibility inside one domain is 1/2.
def landau_pair(e):
    roots = np.sort(np.roots([1.0, 0.0, -1.0, -e]).real)
    p_down, p_up = roots[0], roots[2]

    def density(p):
        return -p**2 / 2 + p**4 / 4 - e * p
    return p_up, p_down, density(p_down) - density(p_up)


for e in (0.02, 0.01):
    p_up, p_down, pressure_landau = landau_pair(e)
    assert abs((p_up - 1) / e - 0.5) < 0.02       # domains do respond
    assert abs(pressure_landau / (2 * e) - 1) < 0.5 * e**2
    assert abs((p_up - p_down) / 2 - 1) < 0.5 * e**2


# ---- Test C: pinned wall of finite thickness, Landau-Ginzburg continuum ----
# Reduced density -(1 - d g(z)) p^2/2 + p^4/4 + p'^2/2 - e p, with g a
# Gaussian defect of strength d. Mirror boundaries repeat the wall every cell.
cell, step = 30.0, 0.05
n_grid = int(round(cell / step))
z = (np.arange(n_grid) + 0.5) * step - cell / 2
defect = np.exp(-z**2 / 2)
stencil = np.full(n_grid, 2.0)
stencil[[0, -1]] = 1.0


def relax(profile, e, strength):
    """Newton solution of the nonlinear equilibrium equation."""
    p = profile.copy()
    bands = np.full((3, n_grid), -1 / step**2)
    for _ in range(15):
        bend = stencil * p
        bend[1:] -= p[:-1]
        bend[:-1] -= p[1:]
        residual = bend / step**2 - (1 - strength * defect) * p + p**3 - e
        bands[1] = stencil / step**2 - (1 - strength * defect) + 3 * p**2
        p -= solve_banded((1, 1), bands, residual)
    assert np.max(np.abs(residual)) < 1e-10
    return p


def rigid_energy(shift, strength):
    p = np.tanh((z - shift) / np.sqrt(2))
    local = -(1 - strength * defect) * p**2 / 2 + p**4 / 4
    return step * local.sum() + 0.5 * np.sum(np.diff(p)**2) / step


print("Landau-Ginzburg wall, reduced units, wall spacing 30")
deviations = []
for strength in (0.02, 0.01, 0.005):
    dx = 0.05
    k_wall = (rigid_energy(dx, strength) - 2 * rigid_energy(0, strength)
              + rigid_energy(-dx, strength)) / dx**2
    e = 1e-3 * k_wall
    wall_plus = relax(np.tanh(z / np.sqrt(2)), e, strength)
    wall_minus = relax(np.tanh(z / np.sqrt(2)), -e, strength)
    mono_plus = relax(np.ones(n_grid), e, strength)
    mono_minus = relax(np.ones(n_grid), -e, strength)
    chi_total = np.mean(wall_plus - wall_minus) / (2 * e)
    chi_mono = np.mean(mono_plus - mono_minus) / (2 * e)
    chi_full = chi_total - chi_mono
    chi_rule = 4 / (k_wall * cell)
    deviations.append(chi_full / chi_rule - 1)
    print(f"  defect {strength:.3f}: k {k_wall:.6f}, full {chi_full:.3f}, "
          f"formula {chi_rule:.3f}, deviation {100*deviations[-1]:.2f} %")
shift_seen = (np.interp(0, wall_minus, z) - np.interp(0, wall_plus, z)) / 2
shift_rule = 2 * e / k_wall
assert abs(shift_seen / shift_rule - 1) < 0.03
assert abs(deviations[-1]) < 0.03
# The deviation must fade with pinning strength; 5e-4 allows for the grid.
for stronger, weaker in zip(deviations, deviations[1:]):
    assert abs(weaker) < 0.6 * abs(stronger) + 5e-4
show("  single-domain susceptibility (weakest defect)", chi_mono)
show("  wall shift seen / 2PE/k (weakest defect)", shift_seen / shift_rule)

# ---- Worked example: round values typical of a tetragonal PZT film ----
P = 0.30                 # C/m^2
w = 50e-9                # m
k_area = 2e15            # N/m^3
E = 5e5                  # V/m
film = 200e-9            # m
temperature = 300.0      # K
chi_lattice = 300.0      # relative, rough
E_coercive = 5e6         # V/m, rough
passive, eps_passive = 2e-9, 100.0
lattice_cell = 0.4e-9    # m, rough
patch_side = 10e-9       # m

pressure = 2 * P * E
x = pressure / k_area
delta_P = 2 * P * x / w
chi_abs = 4 * P**2 / (k_area * w)
chi_rel = chi_abs / epsilon_0
chi_si_stack = stack_susceptibility(  # lengths in nm, pressure in MPa
    np.arange(4) * w * 1e9, 4 * w * 1e9, k_area * 1e-15 * np.eye(4),
    P, 1.0, E * 1e-6) * 1e-6
assert abs(chi_si_stack / chi_abs - 1) < 1e-4

print("Example: inputs")
show("  polarization P", P * 100, "uC/cm2")
show("  wall spacing w", w * 1e9, "nm")
show("  stiffness k", k_area * 1e-15, "MPa/nm")
show("  field E", E * 1e-5, "kV/cm")
show("  film thickness", film * 1e9, "nm")
show("  temperature", temperature, "K")
show("  lattice relative susceptibility (rough)", chi_lattice)
show("  coercive field (rough)", E_coercive * 1e-5, "kV/cm")
print("Example: results")
show("  wall pressure 2PE", pressure * 1e-6, "MPa")
show("  wall displacement x", x * 1e9, "nm")
show("  polarization change", delta_P * 100, "uC/cm2")
show("  wall susceptibility, absolute", chi_abs, "F/m")
show("  wall susceptibility, relative", chi_rel, fmt=".1f")
show("  wall plus lattice, relative", chi_rel + chi_lattice, fmt=".1f")

# ---- Size of neglected effects ----
# Sinusoidal well of period L, depinned at the coercive field.
period = 4 * np.pi * P * E_coercive / k_area
grid = np.linspace(0, period, 20001)
well = k_area * (period / (2*np.pi))**2 * (1 - np.cos(2*np.pi*grid/period))
max_force = np.max(np.gradient(well, grid))
assert abs(max_force / (2 * P * E_coercive) - 1) < 1e-5
ratio = E / E_coercive
tilted = minimize_scalar(lambda u: 1 - np.cos(u) - ratio * u,
                         bounds=(0, 1), method="bounded",
                         options={"xatol": 1e-10})
assert abs(tilted.x / np.arcsin(ratio) - 1) < 1e-5
excess_well = tilted.x / ratio - 1

# Thermal motion of one wall patch in the same well, by direct averaging.
barrier_scale = (k_area * (period / (2*np.pi))**2 * patch_side**2
                 / (k_boltzmann * temperature))


def weight(u):
    return np.exp(-barrier_scale * (1 - np.cos(u)))


norm = quad(weight, -np.pi, np.pi, points=[0], limit=200)[0]
u_square = quad(lambda u: u*u*weight(u), -np.pi, np.pi,
                points=[0], limit=200)[0] / norm
excess_thermal = barrier_scale * u_square - 1
x_thermal = np.sqrt(u_square) * period / (2 * np.pi)

# Change of the polarization contrast between domains in the field.
field_unit = P / (2 * chi_lattice * epsilon_0)
p_up, p_down, _ = landau_pair(E / field_unit)
contrast_change = (p_up - p_down) / 2 - 1


# Passive layer in series: continuity of D and a fixed total voltage.
def measured_permittivity(chi_film):
    matrix = np.array([[1 + chi_film, -eps_passive],
                       [film * 1e9, passive * 1e9]])
    field_film, field_passive = np.linalg.solve(matrix, [0.0, 1.0])
    return eps_passive * field_passive * (film + passive) * 1e9


eps_with = measured_permittivity(chi_lattice + chi_rel)
eps_without = measured_permittivity(chi_lattice)
series = (film + passive) / (film / (1 + chi_lattice + chi_rel)
                             + passive / eps_passive)
assert abs(eps_with / series - 1) < 1e-10

print("Example: neglected effects")
show("  pinning period for that coercive field", period * 1e9, "nm")
show("  extra displacement, sinusoidal well", 100 * excess_well, "%", ".3f")
show("  thermal patch side", patch_side * 1e9, "nm")
show("  thermal rms patch displacement", x_thermal * 1e9, "nm")
show("  thermal rise of susceptibility", 100 * excess_thermal, "%", ".3f")
show("  change of domain contrast in field", 100 * contrast_change, "%")
show("  passive layer thickness", passive * 1e9, "nm")
show("  passive layer relative permittivity", eps_passive)
show("  measured permittivity with walls", eps_with, fmt=".1f")
show("  measured permittivity without walls", eps_without, fmt=".1f")
show("  measured wall part", eps_with - eps_without, fmt=".1f")
show("  lattice cell (rough)", lattice_cell * 1e9, "nm")
show("  displacement / lattice cell", x / lattice_cell)
show("  displacement / wall spacing", x / w)

print("ALL CHECKS PASSED")
```

It prints:

```
Stack of 8 unevenly spaced walls, reduced units
  equal walls: minimized susceptibility: 0.94651
  equal walls: formula: 0.94651
  unequal walls, 35 deg tilt: minimized: 0.44430
  unequal walls, 35 deg tilt: formula: 0.44430
  coupled walls: minimized: 0.61065
  coupled walls: formula: 0.61065
Landau-Ginzburg wall, reduced units, wall spacing 30
  defect 0.020: k 0.008135, full 16.362, formula 16.390, deviation -0.17 %
  defect 0.010: k 0.004067, full 32.747, formula 32.781, deviation -0.10 %
  defect 0.005: k 0.002034, full 65.518, formula 65.562, deviation -0.07 %
  single-domain susceptibility (weakest defect): 0.5002
  wall shift seen / 2PE/k (weakest defect): 1.001
Example: inputs
  polarization P: 30 uC/cm2
  wall spacing w: 50 nm
  stiffness k: 2 MPa/nm
  field E: 5 kV/cm
  film thickness: 200 nm
  temperature: 300 K
  lattice relative susceptibility (rough): 300
  coercive field (rough): 50 kV/cm
Example: results
  wall pressure 2PE: 0.3 MPa
  wall displacement x: 0.15 nm
  polarization change: 0.18 uC/cm2
  wall susceptibility, absolute: 3.6e-09 F/m
  wall susceptibility, relative: 406.6
  wall plus lattice, relative: 706.6
Example: neglected effects
  pinning period for that coercive field: 9.425 nm
  extra displacement, sinusoidal well: 0.167 %
  thermal patch side: 10 nm
  thermal rms patch displacement: 0.1442 nm
  thermal rise of susceptibility: 0.465 %
  change of domain contrast in field: -0.00294 %
  passive layer thickness: 2 nm
  passive layer relative permittivity: 100
  measured permittivity with walls: 667.4
  measured permittivity without walls: 295.1
  measured wall part: 372.3
  lattice cell (rough): 0.4 nm
  displacement / lattice cell: 0.375
  displacement / wall spacing: 0.003
ALL CHECKS PASSED
```
